# Wall Recombination of Oxygen Atoms from Their Decay in a Tube

## Question

A downstream plasma source feeds oxygen atoms, diluted in O$_2$, into a straight circular tube of radius $R=1$ cm. The gas and the wall are at $T=300$ K. The gas moves in steady plug flow, with the same axial velocity $v=10$ m/s at every radius. Between two stations $L=20$ cm apart, the density $n$ of oxygen atoms falls to one half.

Let $\gamma$ be the probability that an atom striking the side wall is lost as a free atom. It is the same everywhere on the wall and independent of $n$. The mass of an oxygen atom is $m=2.6567\times10^{-26}$ kg.

In parts (a) to (c), assume that the wall is the sole sink, that radial mixing keeps $n$ uniform over each cross-section, and that axial diffusion and pressure drop are negligible. The later parts examine these assumptions at a pressure of 1 Torr, with these rough values for oxygen:

- diffusion coefficient of O in O$_2$: $D=200$ cm$^2$/s
- viscosity: $\mu=2\times10^{-5}$ Pa s
- thermal conductivity: $\kappa=0.026$ W/(m K)
- coefficient for O + O$_2$ + O$_2$ → O$_3$ + O$_2$: $k_3=6\times10^{-34}$ cm$^6$/s
- bond energy of O$_2$: 5.1 eV

The atom fraction at the first station is 1%.

## (a) Find the loss rate per atom from the measured decay.

**Model answer.** Let $k$ be the probability per unit time that an atom is lost. Consider a slice of gas of area $A=\pi R^2$ and thickness $dz$. In steady state, inflow minus outflow equals loss:

$$A v\,n(z)-A v\,n(z+dz)=k\,n\,A\,dz .$$

Dividing by $A\,dz$ and letting $dz\to0$ gives

$$v\frac{dn}{dz}=-kn,\qquad \frac{n(L)}{n(0)}=e^{-kL/v}.$$

Setting the ratio to $1/2$ and taking logarithms,

$$k=\frac{v\ln2}{L}=\frac{0.6931}{0.0200\ \text{s}}=34.66\ \text{s}^{-1},$$

where $L/v=20.0$ ms is the transit time.

## (b) Derive the mean thermal speed and the rate at which atoms strike unit area of wall.

**Model answer.** Write $\beta=m/(2k_BT)$. The Maxwell speed distribution is $4\pi(\beta/\pi)^{3/2}c^2e^{-\beta c^2}$. Since $\int_0^\infty c^3e^{-\beta c^2}dc=1/(2\beta^2)$, the mean speed is

$$\bar v=4\pi\left(\frac{\beta}{\pi}\right)^{3/2}\frac{1}{2\beta^2}
=\frac{2}{\sqrt{\pi\beta}}=\sqrt{\frac{8k_BT}{\pi m}}=630.1\ \text{m/s}.$$

Let $c_x$ be the velocity component towards the wall. Only atoms with $c_x>0$ approach it, so the incident flux is

$$\Gamma=n\sqrt{\frac{\beta}{\pi}}\int_0^\infty c_xe^{-\beta c_x^2}dc_x
=\frac{n}{2\sqrt{\pi\beta}}=\frac{n\bar v}{4}.$$

The drift velocity $v$ does not enter, because it is parallel to the wall.

## (c) Infer $\gamma$, and interpret it through the number of wall hits.

**Model answer.** A length $dz$ of tube has wall area $2\pi R\,dz$ and volume $\pi R^2dz$, so the area per volume is $2/R$. The mean number of hits per atom per second is therefore

$$\nu=\frac{\bar v}{4}\,\frac{2}{R}=\frac{\bar v}{2R}=31504\ \text{s}^{-1}.$$

This geometric factor can be checked by counting. Two million atoms were placed uniformly in the cylinder, given Maxwellian velocities and followed for a time $0.1R/\bar v$. The fraction that crossed the wall gave 31430 s$^{-1}$, which agrees within the statistical error of about 0.3%.

A fraction $\gamma$ of the hits removes an atom, so $k=\gamma\nu$ and

$$\boxed{\gamma=\frac{2Rk}{\bar v}=\frac{2Rv\ln2}{L\bar v}}
=\frac{2(0.01\ \text{m})(34.66\ \text{s}^{-1})}{630.1\ \text{m/s}}
=1.10\times10^{-3}.$$

In this well-mixed model, an atom that stays free throughout the transit makes on average $31504\times0.0200=630$ hits. The product of this number and $\gamma$ is $0.693=\ln2$, as halving requires. About one hit in 900 is fatal.

The probability counts atoms. Two lost atoms make one O$_2$ molecule, but no further factor of two appears, because both the decay and the incident flux are expressed in atoms.

## (d) An absorbing wall returns fewer atoms than it receives. Find the resulting correction for a weakly skewed velocity distribution.

**Model answer.** Near the wall, multiply the Maxwell distribution by $1+bc_x$, with $b$ small. The net flux towards the wall is $J=nb\langle c_x^2\rangle$, since the unskewed part averages to zero. The integrand of the skew term is even in $c_x$, so the half-range $c_x>0$ supplies half of it. The incident flux becomes

$$\Gamma=\frac{n\bar v}{4}+\frac J2 .$$

The wall removes $J=\gamma\Gamma$. Collecting the terms in $J$,

$$J\left(1-\frac\gamma2\right)=\frac{\gamma n\bar v}{4},\qquad
J=hn,\qquad h=\frac{\gamma\bar v/4}{1-\gamma/2}.$$

The coefficient $h$ has the dimension of velocity. With uniform density, the balance $k\,\pi R^2=h\,2\pi R$ gives $h=kR/2$. Let $\gamma_0=2Rk/\bar v$ be the result of part (c), so that $kR/2=\gamma_0\bar v/4$. Then

$$\gamma_0=\frac{\gamma}{1-\gamma/2}\quad\Longrightarrow\quad
\gamma=\frac{\gamma_0}{1+\gamma_0/2}.$$

The relative change is close to $-\gamma_0/2=-0.055\%$, which is negligible here. It would matter for a strongly absorbing wall.

## (e) Find the correction for finite radial diffusion in plug flow. What happens when the wall absorbs nearly every atom?

**Model answer.** Without axial diffusion, the steady density obeys

$$v\frac{\partial n}{\partial z}=D\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial n}{\partial r}\right).$$

Beyond a short inlet region the profile keeps its shape, and $n=f(r)e^{-az}$ with $a=\ln2/L$ and $k=va$. Substitution gives

$$f''+\frac{f'}r+\frac kDf=0.$$

The solution finite on the axis is $f=J_0(xr/R)$, with $x=R\sqrt{k/D}$. At the wall, the diffusive flux must equal the absorbed flux: $-Df'(R)=hf(R)$. Because $J_0'=-J_1$,

$$h=\frac DR\frac{xJ_1(x)}{J_0(x)}.$$

For small $x$, use $J_1=\frac x2(1-\frac{x^2}8+\dots)$ and $1/J_0=1+\frac{x^2}4+\dots$. Their product gives

$$h=\frac{Dx^2}{2R}\left(1+\frac{x^2}{8}+\dots\right)
=\frac{kR}{2}\left(1+\frac{kR^2}{8D}+\dots\right).$$

The correction is positive because the density at the wall is below the average. To produce the same decay from fewer hits, each hit must be more likely to remove an atom. Here

$$\frac{kR^2}{D}=\frac{34.66\times1^2}{200}=0.173,$$

so the leading correction is $0.173/8=2.2\%$. The Bessel formula gives $+2.23\%$.

The reverse calculation shows the same effect. If the value of $\gamma$ from part (c) is used in a radial transport calculation with uniform inlet density, the density ratio after 20 cm is 0.507 instead of 0.500. Raising $D$ a thousandfold, with all else fixed, brings it to 0.4998. The remaining difference from one half is the small wall correction of part (d).

In the opposite limit, $h R/D\gg1$, the density at the wall is nearly zero. Then $J_0(x)=0$, whose first root is $x=2.405$, and

$$k_{\max}=\frac{5.78D}{R^2}\approx1.2\times10^3\ \text{s}^{-1}.$$

The decay is now set by diffusion and no longer reveals $\gamma$. This value holds for plug flow without axial diffusion. With parabolic flow and axial diffusion included, the apparent rate $va$ for a fully absorbing wall is lower, about $670$ s$^{-1}$. The observed rate is still about twenty times smaller than that, so the present measurement is sensitive to the wall.

## (f) Replace plug flow by a developed parabolic flow with the same mean velocity. Find the leading diffusion correction.

**Model answer.** Let $s=r/R$ and $\epsilon=kR^2/D$, with $k=va$. The velocity is $2v(1-s^2)$, whose cross-sectional mean is $v$. The radial equation becomes

$$\frac1s\frac{d}{ds}\left(s\frac{df}{ds}\right)=-2\epsilon(1-s^2)f.$$

Write $f=1+\epsilon f_1+\dots$, with $f_1(0)=0$. At first order the right side contains $f=1$. Integrating once from the axis,

$$s\frac{df_1}{ds}=-s^2+\frac{s^4}{2},\qquad
f_1=-\frac{s^2}{2}+\frac{s^4}{8},\qquad f_1(1)=-\frac38 .$$

Now multiply the full equation by $s$ and integrate from 0 to 1. Since $\int_0^1s(1-s^2)ds=\frac14$,

$$-f'(1)=2\epsilon\int_0^1s(1-s^2)f\,ds
=\frac\epsilon2\left(1+\epsilon\langle f_1\rangle+\dots\right),$$

where $\langle f_1\rangle$ is the average weighted by the flow:

$$\langle f_1\rangle=4\int_0^1(s-s^3)\left(-\frac{s^2}{2}+\frac{s^4}{8}\right)ds
=-4\left(\frac18-\frac5{48}+\frac1{64}\right)=-\frac7{48}.$$

The wall condition is $h=-(D/R)f'(1)/f(1)$. Dividing by $f(1)=1-\frac38\epsilon$ adds $\frac38\epsilon$ at this order:

$$h=\frac{D\epsilon}{2R}\left[1+\left(\frac38-\frac7{48}\right)\epsilon+\dots\right]
=\frac{kR}{2}\left(1+\frac{11}{48}\frac{kR^2}{D}+\dots\right).$$

The first-order estimate is $11\times0.173/48=4.0\%$. Numerical integration of the full radial equation gives $+4.16\%$, the difference being of higher order in $\epsilon$. Two effects make the correction larger than in plug flow. More of the atoms must reach the wall from the fast central gas, which steepens the radial profile: the excess of the cross-sectional mean density over the wall density, relative to the latter, rises from $\epsilon/8$ to $\epsilon/6$ at first order. The fast central gas is also richest in atoms, so weighting by the flow raises this excess further, to $11\epsilon/48$. This result replaces the plug-flow correction and must not be added to it.

## (g) Estimate the effects of axial diffusion, ozone formation, pressure drop and heating.

**Model answer.**

**Axial diffusion.** Suppose the same tube continues for at least a few centimetres beyond the second station, so that the exponential decay is not disturbed there. For uniform radial density, $Dn''-vn'-kn=0$. Inserting $n\propto e^{-az}$ gives $Da^2+va-k=0$, hence

$$k=va\left(1+\frac{Da}{v}\right).$$

With $a=0.0347$ cm$^{-1}$, the relative correction is $200\times0.0347/1000=+0.69\%$. Diffusion down the density gradient assists the flow, so a stronger sink is needed for the same decay. The conditions downstream matter: if the density gradient vanished at the second station, the correction would be about $+1.7\%$.

**Ozone formation.** The total gas density is $N=p/(k_BT)=3.22\times10^{16}$ cm$^{-3}$. Taking nearly all of it as O$_2$, the gas-phase loss rate is

$$k_3N^2=6\times10^{-34}(3.22\times10^{16})^2=0.622\ \text{s}^{-1}.$$

This part of $k$ does not belong to the wall, so $\gamma$ changes by $-0.622/34.66=-1.79\%$. The estimate omits later reactions of ozone. If every ozone molecule promptly consumed another atom, the correction would double.

**Pressure drop.** Let $u(z)$ be the local mean velocity. The parabolic profile has wall shear stress $4\mu u/R$. Balancing pressure and viscous forces on a slice, with gas inertia neglected,

$$-\pi R^2dp=2\pi R\,dz\,\frac{4\mu u}{R},\qquad
\frac{dp}{dz}=-\frac{8\mu u}{R^2}.$$

For isothermal gas, conservation of mass gives $up=vp_0$, where $v$ and $p_0$ belong to the first station. Thus $p\,dp/dz$ is constant and

$$p(z)^2=p_0^2-\frac{16\mu vp_0z}{R^2}.$$

At 20 cm the pressure is 0.976 Torr. The atom balance is now $d(nu)/dz=-kn$. Dividing by $nu$ and integrating,

$$k\int_0^L\frac{dz}{u}=\ln\frac{n(0)v}{n(L)u(L)}
=\ln\left(2\frac{p(L)}{p_0}\right).$$

The logarithm is 0.6685. The transit time is reduced by the factor $(1+0.9757)/2=0.9879$, since the pressure falls almost linearly. Therefore $k\approx0.6685/(0.9879\times0.0200\ \text{s})=33.8$ s$^{-1}$, a change of $-2.37\%$ before rounding. Part of the observed fall in density is expansion, not loss of atoms.

**Heating.** Each lost atom releases half the bond energy, 2.55 eV. As an upper estimate for wall recombination, suppose all this heat enters the gas uniformly, at the rate set by the inlet atom fraction, while the wall stays at 300 K. With heat capacity $\frac72k_B$ per molecule, the heating rate without conduction is

$$q=\frac{0.01\,k\,(2.55\ \text{eV})}{\frac72k_B}\approx2.9\times10^3\ \text{K/s}.$$

The thermal diffusivity is $\alpha=\kappa/(\frac72k_BN)\approx167$ cm$^2$/s. Solving $\alpha r^{-1}(rT')'=-q$ with the wall temperature fixed gives

$$T(r)-300\ \text{K}=\frac{q(R^2-r^2)}{4\alpha},\qquad
\overline{\Delta T}=\frac{qR^2}{8\alpha}=2.2\ \text{K}.$$

The average uses $\overline{r^2}=R^2/2$. This is 0.7% of 300 K. Since temperature affects density, flow velocity and thermal speed, the change in $\gamma$ is about 1% at most under these assumptions when the cross-sectional mean density is measured. On the axis the rise is twice the mean, 4.4 K, so an on-axis measurement with the heating developing between the stations could shift $\gamma$ by about 2%. Heat left in the wall warms the gas less.

## (h) Give a corrected value and judge what the measurement establishes.

**Model answer.** For small effects, the relative changes can be added and their products neglected. With the parabolic result from part (f), and with heating left as a separate uncertainty,

$$-0.06+4.16+0.69-1.79-2.37\approx+0.6\%.$$

The summed value is $1.11\times10^{-3}$. Solving the transport equation with all these effects acting together gives $+0.4\%$, or $1.10\times10^{-3}$, so the last digit is not fixed by the sum. The close agreement with part (c) comes from cancellation: individual terms reach 4%, and several inputs are rough. A justified statement is $\gamma\approx0.0011$.

The density measurement can matter more than these corrections. With $\rho=n(L)/n(0)$, the simple model has $\gamma\propto-\ln\rho$. Differentiation gives

$$\frac{\delta\gamma}{\gamma}=\frac{\delta\rho}{\rho\ln\rho}.$$

At $\rho=1/2$, a 5% relative error in $\rho$ produces about a 7% error in $\gamma$, of opposite sign. Explicitly, $\rho=0.525$ gives $1.02\times10^{-3}$ and $\rho=0.475$ gives $1.18\times10^{-3}$.

One ratio does not establish the kinetic law. If the loss were second order, $v\,dn/dz=-Kn^2$, integration would give

$$\frac{n(0)}{n(z)}=1+\frac{Kn(0)z}{v}.$$

Halving at $L$ fixes $Kn(0)L/v=1$, so the density at $2L$ would be one third of its initial value. First-order loss gives one quarter. A third station at 40 cm would distinguish these two laws.

Nor does one tube prove that the wall is the sink. In the simple model with $\gamma$, $T$ and $v$ fixed, $k\propto1/R$: doubling the radius doubles the halving length to 40 cm. A first-order loss in the gas, at unchanged composition and pressure, would leave it at 20 cm.

**Relation to a real plasma line.** Downstream oxygen plasmas can remove photoresist at pressures of order 1 Torr, with the atoms delivered through a tube, for example of silica. Near porous organosilicate low-$k$ films, the atom supply matters because oxygen atoms can remove methyl groups and raise the permittivity. For silica near room temperature, $\gamma$ is roughly $10^{-4}$ to $10^{-3}$ and depends strongly on surface condition, so the value here lies near the upper end. A real line can violate the assumption of a uniform wall. Suppose 1 cm of the 20 cm length were a fitting with $\gamma=0.01$. Neglecting diffusion limits, the inferred value is the area average, and the remaining wall would have

$$\gamma_{\text{wall}}=\frac{20(0.0011)-1(0.01)}{19}\approx0.0006.$$

This simple average overstates the effect, because atoms are depleted near the fitting faster than diffusion replaces them. With diffusion included and the fitting well between the stations, the wall value is about 0.0007 to 0.0008, so one small fitting would still lower the value assigned to the tube material by roughly a third. For a fitting next to a station, the result depends on whether the density is read on the axis or averaged over the section, and the wall value can be as high as 0.0009 to 0.0010. Gas temperature matters too: at 400 K throughout, with the same measured $v$ and density ratio, $\bar v$ rises by $\sqrt{4/3}$ and the inferred $\gamma$ falls by 13%.

## Calculated quantities

```
temperature: 300 K
tube radius: 1.0 cm
halving length: 20.0 cm
gas velocity: 10.0 m/s
O atom mass: 2.6567e-26 kg
transit time: 20.00 ms
loss rate k: 34.66 1/s
mean thermal speed: 630.1 m/s
wall-hit rate, formula: 31504 1/s
wall-hit rate, random flights: 31430 1/s
mean wall hits in transit: 630.1 (no unit)
recombination probability gamma: 1.1001e-03 (no unit)
pressure: 1.0 Torr
inlet O fraction: 1.0 %
rough D: 200 cm2/s
rough viscosity: 2.0e-05 Pa s
rough thermal conductivity: 0.026 W/(m K)
rough ozone coefficient: 6.0e-34 cm6/s
rough O2 bond energy: 5.1 eV
gas number density: 3.219e+16 1/cm3
k R^2/D: 0.1733 (no unit)
density ratio, simple gamma, D x 1000: 0.4998 (no unit)
density ratio, simple gamma, actual D: 0.5072 (no unit)
density ratio, parabolic check: 0.5000 (no unit)
density ratio, axial check: 0.5000 (no unit)
gamma change, wall velocity skew: -0.055 %
gamma change, radial diffusion in plug flow: +2.23 %
gamma change, diffusion in parabolic flow: +4.16 %
gamma change, axial diffusion: +0.69 %
ozone-formation loss rate: 0.622 1/s
gamma change, ozone formation: -1.79 %
outlet pressure: 0.9757 Torr
gamma change, pressure drop: -2.37 %
bound on mean gas heating: 2.19 K
sum of changes (parabolic, not plug): +0.64 %
gamma with summed changes: 1.107e-03 (no unit)
gamma if density ratio is 0.525: 1.023e-03 (no unit)
gamma if density ratio is 0.475: 1.181e-03 (no unit)
```
